\section*{Unequal-mass transition dipole and muon decay to electron and photon, part 2}

We seek the rate of $\mu\to e\gamma$ when neutrinos mix. Conventions: $\hbar=c=1$, metric $(+,-,-,-)$, $e>0$, lepton charge $Q=-1$, $P_{R,L}=(1\pm\gamma_5)/2$. The muon has momentum $p$ and mass $m_\mu$, the electron $p'$ and $m_e$. The real photon has momentum $q=p-p'$ and polarization $\varepsilon$, with $q^2=q\cdot\varepsilon=0$. Between the spinors $\bar u_e(p')$ and $u_\mu(p)$,
\begin{equation}
\slashed q\slashed\varepsilon P_R=2p\cdot\varepsilon P_R-\slashed\varepsilon(m_\mu P_L+m_eP_R).\label{gor}
\end{equation}
The dipole coefficient $A_R$ is half the coefficient of $p\cdot\varepsilon\,P_R$ in the amplitude $\mathcal M$, $A_L$ likewise for $P_L$, and
\begin{equation}
\Gamma(\mu\to e\gamma)=\frac{(m_\mu^2-m_e^2)^3}{16\pi m_\mu^3}(|A_R|^2+|A_L|^2).\label{gamma}
\end{equation}

The field $V_\mu$ annihilates a $W^-$ of mass $M$, $\phi$ is its Goldstone partner, and $D_\mu=\partial_\mu+ieQA_\mu$. The gauge fixing is
\begin{equation}
\mathcal L_{\rm gf}=-|D^\mu V_\mu-M\phi|^2 .\label{gf}
\end{equation}
Dirac neutrinos $\nu_i$ of mass $m_i$ couple to charged leptons $\ell$ through $\frac g{\sqrt2}U_{\ell i}\,\bar\ell\gamma^\alpha P_L\nu_iV_\alpha+\text{h.c.}$, with mixing matrix $U$, and through
\begin{equation}
\frac{ig}{\sqrt2M}U_{\ell i}\,\bar\ell(m_iP_R-m_\ell P_L)\nu_i\phi+\text{h.c.}\label{gold}
\end{equation}

Let $x_i=m_i^2/M^2$ and $\lambda_i=U_{ei}U_{\mu i}^*$. The loop bosons have momenta $k$ and $k'=k-q$; the neutrino momentum is now called $\ell=p-k$. Then
\begin{equation}
i\mathcal M=-eQ\frac{g^2}{2}\sum_i\lambda_i\int\frac{d^4k}{(2\pi)^4}\frac{N_W+N_\phi}{\mathcal D},\label{loop}
\end{equation}
\begin{align*}
\mathcal D&=(\ell^2-m_i^2)(k^2-M^2)(k'^2-M^2),\\
N_W&=\left[-2(k+k')\cdot\varepsilon\,\slashed\ell-2(\slashed q\slashed\ell\slashed\varepsilon-\slashed\varepsilon\slashed\ell\slashed q)\right]P_L,\\
N_\phi&=-x_i(k+k')\cdot\varepsilon\,(\slashed\ell P_L-m_\mu P_R-m_eP_L).
\end{align*}
In $N_W$ the first term is the convection term, the second the magnetic one. A term $m_em_\mu\slashed\ell P_R$ was dropped from the Goldstone chirality product.

Feynman weights $a$, $b$, $c$ belong to the lines $k$, $k'$ and the neutrino, with $a+b+c=1$. The shift $k=K+bq+cp$ turns $1/\mathcal D$ into $2/(K^2-\Delta)^3$, integrated over the weights, where
\begin{equation*}
\Delta=M^2(1-c+cx_i)-c(1-c)m_\mu^2+2bc\,p\cdot q .
\end{equation*}
The last two terms are neglected. The divergence multiplies only $\slashed\varepsilon$, which is not needed for the dipole. The terms with $p\cdot\varepsilon$ have no $K$ in the numerator and converge; they are reduced next.

Q: Then reduce those terms in full, please.

A: Define $R=m_\mu\bar u_eP_Ru_\mu$ and $L=m_e\bar u_eP_Lu_\mu$. I write $\simeq$ when $\slashed\varepsilon$ terms are omitted. After the shift,
\begin{align}
(k+k')\cdot\varepsilon&\to2c\,p\cdot\varepsilon,\\
\ell&\to(1-c)p-bq .
\end{align}
Between spinors $\slashed pP_L$ gives $R$, and $\slashed qP_L$ gives $R-L$. Since $1-c-b=a$, the matrix $\slashed\ell P_L$ gives $aR+bL$. The convection term in $N_W$ is therefore
\begin{equation}
-4c\,p\cdot\varepsilon\,(aR+bL).
\end{equation}
The Goldstone numerator is
\begin{align}
&-2x_ic\,p\cdot\varepsilon\,(aR+bL-R-L)\nonumber\\
&=2x_ic\,p\cdot\varepsilon\,[(1-a)R+(1-b)L].
\end{align}

For the magnetic term, the $q$ part of $\ell$ vanishes because $\slashed q\slashed q=q^2=0$. The two orderings with $p$ are, using (\ref{gor}),
\begin{align}
\slashed q\slashed p\slashed\varepsilon P_L&=2p\cdot\varepsilon\,\slashed qP_L-\slashed q\slashed\varepsilon\slashed pP_L\nonumber\\
&\simeq2p\cdot\varepsilon(R-L)-2p\cdot\varepsilon R=-2p\cdot\varepsilon L,\\
\slashed\varepsilon\slashed p\slashed qP_L&\simeq-\slashed\varepsilon\slashed q\slashed pP_L=m_\mu\slashed q\slashed\varepsilon P_R\simeq2p\cdot\varepsilon R .
\end{align}
In the second line $\slashed p\slashed q=2p\cdot q-\slashed q\slashed p$; the scalar product leaves only $\slashed\varepsilon$. The difference is $-2p\cdot\varepsilon(R+L)$. Multiplication by $-2(1-c)$ gives the magnetic contribution $4(1-c)p\cdot\varepsilon(R+L)$.

At fixed $c$, $a$ runs from $0$ to $1-c$. Its integral is $(1-c)^2/2$, while the range itself has length $1-c$. The same values hold for $b$, so the coefficients of $R$ and $L$ are equal. Define $F$ as twice their common integral, with $M^2$ removed:
\begin{equation}
F(x)=2\int_0^1dc\,\frac{(1-c)[(4-2c)(1-c)+xc(1+c)]}{1-c+cx}.\label{F}
\end{equation}
Here the Goldstone part came from $2xc[(1-c)-(1-c)^2/2]=xc(1-c)(1+c)$.

Q: Is $F$ really independent of the convenient gauge? Your diagrams certainly are not.

A: The separate parts change, but the sum does not in the cases computed. Generalize (\ref{gf}) to $-|D\cdot V-\xi M\phi|^2/\xi$; the calculation above has $\xi=1$. A direct integration over the four components of the loop momentum, with explicit Dirac matrices and no Feynman weights, was tested against (\ref{F}). At $x=0.5$ the $W$ and Goldstone parts are $2.667$ and $0.349$ for $\xi=1$, and $2.821$ and $0.195$ for $\xi=2.5$. Both pairs sum to $3.016$, the value of (\ref{F}). A third test, at $x=2$ and $\xi=0.6$, also agrees.

Q: You still owe the normalization of the dipole.

A: Rotate $K^0=iK_4$, so that $K^2=-K_E^2$. The required integral is
\begin{align}
\int\frac{d^4K}{(2\pi)^4}\frac2{(K^2-\Delta)^3}
&=-\frac{i}{4\pi^2}\int_0^\infty\frac{r^3dr}{(r^2+\Delta)^3}\nonumber\\
&=-\frac{i}{16\pi^2\Delta}.
\end{align}
The angular volume is $2\pi^2$, and the radial integral is $1/(4\Delta)$. The coefficient integral is $F/(2M^2)$. With
\begin{equation}
S=\sum_i\lambda_iF(x_i),
\end{equation}
equation (\ref{loop}) gives
\begin{equation}
\mathcal M\simeq\frac{eQg^2S}{64\pi^2M^2}\,p\cdot\varepsilon\,(R+L).
\end{equation}
Half of this coefficient is the dipole. Using the low-energy relation $G_F/\sqrt2=g^2/(8M^2)$,
\begin{equation}
(A_R,A_L)=\frac{eQG_FS}{16\sqrt2\,\pi^2}(m_\mu,m_e).\label{A}
\end{equation}
Every term carries one charged-lepton mass. The $W$ couples only to left-handed leptons, so in its loop the flip comes from the Dirac equation on an external line. In the Goldstone loop the flip can also come from the neutrino mass in the propagator, but a right-handed charged lepton then enters through the coupling $m_\ell$ in (\ref{gold}). Either way $P_R$ comes with $m_\mu$ and $P_L$ with $m_e$, so $A_L$ is smaller by $m_e/m_\mu$.

Q: But $F(0)$ is not zero. Massless neutrinos should not let me distinguish a muon flavour from an electron flavour in this loop.

A: The sum over neutrinos removes that constant. Unitarity of $U$ gives $\sum_i\lambda_i=0$. To find what remains, use two algebraic identities:
\begin{align}
\frac{(1-c)^2}{1-c+cx}&=1-c-cx+\frac{c^2x^2}{1-c+cx},\\
\frac{1-c}{1-c+cx}&=1-\frac{cx}{1-c+cx}.
\end{align}
Insert them in (\ref{F}). The constant is $2\int(4-2c)(1-c)dc=10/3$. The linear coefficient is
\begin{equation}
2\int_0^1[-c(4-2c)+c(1+c)]dc=-1 .
\end{equation}
In the remainder $(4-2c)-(1+c)=3(1-c)$, hence
\begin{equation}
F(x)=\frac{10}{3}-x+6x^2\int_0^1\frac{c^2(1-c)}{1-c+cx}dc .\label{exp}
\end{equation}
The remainder lies between zero and $2x^2$, since the fraction $(1-c)/(1-c+cx)$ is at most one. For light neutrinos,
\begin{equation}
S\simeq-\sum_i\lambda_ix_i .\label{gim}
\end{equation}
The mixing sum must include the mass weights $x_i$; the bare sum is zero. If all neutrino masses are equal, $S$ vanishes as well.

Unitarity is also needed for the terms dropped earlier, the $m_em_\mu\slashed\ell P_R$ term and the last two terms of $\Delta$. Their relative size, up to $m_\mu^2/M^2$, is far larger than $x_i$ for light neutrinos. Their value at $x_i=0$ is the same for every $i$ and cancels in the sum. Their slope at $x_i=0$ is finite. The terms without a factor $x_i$ carry $(1-c)^2$ after the integration over $a$, against $\Delta^2$ in the derivative. The terms with a factor $x_i$ carry $1-c$ against $\Delta$. In both cases $\Delta\ge(1-c)(M^2-m_\mu^2)$. They therefore change (\ref{gim}) only by a relative amount of order $m_\mu^2/M^2$.

Q: To get a branching ratio you also need the ordinary decay $\mu\to e\bar\nu_e\nu_\mu$. Do not borrow its width.

A: At momenta far below $M$, the $W$ propagator becomes $ig_{\alpha\beta}/M^2$. The magnitude of the coupling is $g^2/(2M^2)=4G_F/\sqrt2$. I neglect the electron and neutrino masses. The sums $\sum_i|U_{\mu i}|^2$ and $\sum_j|U_{ej}|^2$ are one. Let $k_e$, $k_\nu$ and $k_{\bar\nu}$ be the final momenta. The spin sum is $8G_F^2$ times the product of
\begin{equation}
\mathrm{Tr}[\slashed k_\nu\gamma^\alpha\slashed p\gamma^\beta P_L]\quad\text{and}\quad
\mathrm{Tr}[\slashed k_e\gamma_\alpha\slashed k_{\bar\nu}\gamma_\beta P_L].
\end{equation}
Each trace is twice a symmetric tensor plus an antisymmetric one. The symmetric tensors contract to $2(k_\nu\cdot k_e)(p\cdot k_{\bar\nu})+2(k_\nu\cdot k_{\bar\nu})(p\cdot k_e)$. The antisymmetric ones contract to the same expression with a minus sign in the middle. After adding and multiplying by four, the product of traces is $16(k_\nu\cdot k_e)(p\cdot k_{\bar\nu})$. The spin average is therefore
\begin{equation}
\overline{|\mathcal M|^2}=64G_F^2(p\cdot k_{\bar\nu})(k_e\cdot k_\nu).
\end{equation}

Let $E$ be the antineutrino energy in the muon rest frame. Then $p\cdot k_{\bar\nu}=m_\mu E$ and $k_e\cdot k_\nu=(p-k_{\bar\nu})^2/2=m_\mu(m_\mu-2E)/2$. In three-body phase space, integrate first over $\mathbf k_\nu$. The angular variable obeys $d\cos\theta=E_\nu dE_\nu/(E_eE)$, which cancels the energies in the measure and leaves
\begin{equation}
d\Gamma=\frac1{64\pi^3m_\mu}\overline{|\mathcal M|^2}\,dE_e\,dE .
\end{equation}
At fixed $E$, the electron energy runs from $m_\mu/2-E$ to $m_\mu/2$, a range of length $E$. Thus
\begin{align}
\Gamma_0&=\frac{32G_F^2m_\mu^2}{64\pi^3m_\mu}\int_0^{m_\mu/2}E^2(m_\mu-2E)dE\nonumber\\
&=\frac{G_F^2m_\mu}{2\pi^3}\frac{m_\mu^4}{96}=\frac{G_F^2m_\mu^5}{192\pi^3}.
\end{align}

For $m_e\to0$, (\ref{gamma}), (\ref{A}) and $e^2=4\pi\alpha$ give
\begin{equation}
\Gamma(\mu\to e\gamma)=\frac{m_\mu^3}{16\pi}\frac{4\pi\alpha G_F^2m_\mu^2|S|^2}{512\pi^4}
=\frac{\alpha G_F^2m_\mu^5}{2048\pi^4}|S|^2 .
\end{equation}
The ratio is
\begin{equation}
B=\frac{\Gamma(\mu\to e\gamma)}{\Gamma_0}=\frac{192\alpha}{2048\pi}|S|^2
=\frac{3\alpha}{32\pi}|S|^2,\label{B}
\end{equation}
and for light neutrinos with unitary mixing
\begin{equation}
B\simeq\frac{3\alpha}{32\pi}\left|\sum_iU_{ei}U_{\mu i}^*\frac{m_i^2}{M^2}\right|^2 .
\end{equation}
Keeping $m_e$ in the radiative width alone multiplies it by $(1-r)^3(1+r)$, with $r=m_e^2/m_\mu^2=2.34\times10^{-5}$. This factor is $0.99995$. The electron-mass correction to $\Gamma_0$ is not included.

Q: How small is this for light neutrinos? A formula with a fourth power of a small mass ratio in the amplitude squared is hard to picture.

A: Take round model parameters: masses $0$, $0.01$ and $0.05$ eV, and $M=80$ GeV. For the mixing, use angles $\theta_{12}=35^\circ$, $\theta_{23}=45^\circ$, $\theta_{13}=10^\circ$ and phase $\delta=90^\circ$. With $s$ and $c$ for sines and cosines, the rows are
\begin{align}
U_e&=(c_{12}c_{13},\ s_{12}c_{13},\ s_{13}e^{-i\delta}),\\
U_{\mu1}&=-s_{12}c_{23}-c_{12}s_{23}s_{13}e^{i\delta},\nonumber\\
U_{\mu2}&=c_{12}c_{23}-s_{12}s_{23}s_{13}e^{i\delta},\quad U_{\mu3}=s_{23}c_{13}.
\end{align}
They give $\lambda_2=0.3272+0.0398i$ and $\lambda_3=-0.1209i$. The mass ratios are $x_2=1.563\times10^{-26}$ and $x_3=3.906\times10^{-25}$. Therefore
\begin{equation}
\sum_i\lambda_ix_i=(0.51-4.66i)\times10^{-26},
\end{equation}
whose modulus is $4.69\times10^{-26}$. The prefactor is $2.178\times10^{-4}$, so
\begin{equation}
B=2.178\times10^{-4}(4.69\times10^{-26})^2=4.8\times10^{-55}.
\end{equation}
The leading-order ordinary rate is $4.57\times10^5\,\mathrm{s}^{-1}$. The radiative rate in this model is $2.2\times10^{-49}\,\mathrm{s}^{-1}$. The individual products $\lambda_i$ are not tiny; the suppression comes from the unitarity cancellation and the small $x_i$.

Q: Then would an observed decay at a much larger rate disprove the calculation?

A: It would exclude this light-neutrino model as its source. Heavier neutral leptons already change the result. Add a Dirac state with $m=M=80$ GeV and mixing product $\lambda_h=10^{-4}$, within an enlarged unitary matrix. The light products then sum to $-\lambda_h$, and
\begin{equation}
S=\lambda_h[F(1)-F(0)]=-0.5\times10^{-4}.
\end{equation}
Indeed, the integral in (\ref{exp}) is $1/12$ at $x=1$, so the difference is $-1+1/2$. Equation (\ref{B}) gives $B=5.4\times10^{-13}$. These round parameters only illustrate the size of the effect; this value already lies above the limit of $4.2\times10^{-13}$ (90\% confidence) published by the MEG experiment in 2016. The linear law would give $2.2\times10^{-12}$, four times the full one-loop result. I have neglected the small change in $\Gamma_0$ caused by mixing with a state too heavy to be emitted.

For $x\to\infty$ at fixed mixing, (\ref{F}) tends to $2\int(1-c^2)dc=4/3$, and the heavy contribution tends to $-2\lambda_h$. It does not fade away because the unitarity cancellation is left incomplete. In the gauge used here, the $W$ loop of the heavy state vanishes in this limit, and the light states, whose products sum to $-\lambda_h$, leave $-10\lambda_h/3$. The Goldstone loop of the heavy state adds $+4\lambda_h/3$, which reduces the magnitude. That loop survives because the Goldstone coupling grows with the neutral-lepton mass, and the same growth eventually makes a one-loop calculation unreliable. A different interaction that flips chirality without a factor of a charged-lepton mass would also lie outside (\ref{A}), although the general width (\ref{gamma}) would still apply. The numerical output gives the remaining values for both models.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
fine-structure constant (1): 0.007297353
muon mass (GeV): 0.10565838
electron mass (GeV): 5.10998951e-04
Fermi constant (GeV^-2): 1.1663787e-05
chosen W mass (GeV): 80.0
LOOP PARTS: value at x=0, slope at x=0 (1)
convection: -0.666667, 1.333
magnetic: 4.000000, -4.000
goldstone: 0.000000, 1.667
DIRECT LOOP: x, xi, W part, Goldstone part, sum, formula (1)
0.5, 1.0, 2.6666667, 0.3489005, 3.0155672, 3.0155672
0.5, 2.5, 2.8209685, 0.1945987, 3.0155672, 3.0155672
2.0, 0.6, 1.8156439, 0.7887541, 2.6043980, 2.6043980
LOOP FUNCTION: x, F, 10/3-x (1)
0.00, 3.3333333, 3.3333333
0.01, 3.3235158, 3.3233333
0.10, 3.2464327, 3.2333333
1.00, 2.8333333, 2.3333333
10.00, 2.0233974, -6.6666667
NORMALIZATION
muon width / (GF^2 mmu^5) (1): 1.67976742e-04
3 alpha/(32 pi) (1): 2.17764325e-04
ordinary muon width (GeV): 3.009179e-19
ordinary muon decay rate (s^-1): 4.571747e+05
ordinary muon lifetime (s): 2.187348e-06
(electron mass/muon mass)^2 (1): 2.339010e-05
radiative width mass factor (1): 0.99995322
LIGHT-NEUTRINO MODEL
theta12, theta23, theta13 (degree): (35, 45, 10)
mixing phase (degree): 90
mass (eV), x (1), Re lambda (1), Im lambda (1)
0.00, 0.000000e+00, -0.3271842, 0.0811401
0.01, 1.562500e-26, 0.3271842, 0.0397822
0.05, 3.906250e-25, 0.0000000, -0.1209224
Re mass-weighted sum (1): 5.112253e-27
Im mass-weighted sum (1): -4.661371e-26
modulus of sum (1): 4.689321e-26
branching ratio (1): 4.788578e-55
radiative decay rate (s^-1): 2.189217e-49
HEAVY-LEPTON MODEL
mass (GeV): 80.0
mixing product (1): 1.0e-04
F(x)-F(0) (1): -0.5000000
branching ratio, full F (1): 5.444108e-13
branching ratio, linear law (1): 2.177643e-12
linear/full ratio (1): 4.000000
\end{verbatim}
